# Why accumulated indium tin oxide can show near-unity local index changes

## A case without loss

Take a medium with real permittivity $\varepsilon_1=2$ and index $n_1=\sqrt2=1.41$. Add electrons until the permittivity is zero. The index is then zero, so it has fallen by 1.41. The derivative $dn/d\varepsilon=1/(2n)$ grows without limit on the way, yet the total change is finite.

Now start from $\varepsilon_1=0.01$ and again end at zero. The path lies wholly where the derivative is large, but the index falls only from 0.1 to 0. A steep derivative therefore does not by itself give an index change near one. The permittivity must also move by an amount of order one. In indium tin oxide (ITO) a gate can supply both, within a layer about a nanometre thick. The notes below separate the two contributions, include loss, and ask what light sees of such a layer.

## First contribution: the charge moves the permittivity

Fields vary as $e^{-i\omega t}$. An electron of effective mass $m$ and scattering rate $\gamma$ obeys $m\ddot x+m\gamma\dot x=-eE$. Each time derivative gives a factor $-i\omega$, so

$$-m(\omega^2+i\gamma\omega)x=-eE,\qquad x=\frac{eE}{m(\omega^2+i\gamma\omega)} .$$

The polarization of $N$ electrons per volume is $-Nex$. Dividing by $\varepsilon_0E$ and adding the background $\varepsilon_\infty$ of the bound electrons gives the Drude permittivity

$$\varepsilon=\varepsilon_\infty-\frac{Ne^2}{\varepsilon_0m}\,\frac{1}{\omega^2+i\gamma\omega}
=\varepsilon_\infty-\frac{Ne^2}{\varepsilon_0m}\,\frac{1-i\gamma/\omega}{\omega^2+\gamma^2}.$$

The second form follows on multiplying numerator and denominator by $1-i\gamma/\omega$. The real part vanishes at the epsilon-near-zero (ENZ) density

$$N_E=\frac{\varepsilon_0m\varepsilon_\infty(\omega^2+\gamma^2)}{e^2},
\qquad
\varepsilon=\varepsilon_\infty\left[1-\frac{N}{N_E}\left(1-\frac{i\gamma}{\omega}\right)\right].$$

At $N=N_E$ the imaginary part $\varepsilon_\infty\gamma/\omega$ remains. For an added density $\Delta N$,

$$\Delta\varepsilon=-\varepsilon_\infty\frac{\Delta N}{N_E}\left(1-\frac{i\gamma}{\omega}\right).$$

So $|\Delta\varepsilon|$ is of order one when the added density is a sizeable fraction of $N_E$.

The example uses a wavelength of 1550 nm, $\varepsilon_\infty=3.9$, a mass of 0.35 free-electron masses, a mobility of 30 cm²/Vs and a base density $N_1=3.00\times10^{20}$ cm⁻³. With $\gamma=e/(m\mu)$ for a mobility $\mu$, these give $\gamma/\omega=0.138$ and $N_E=6.45\times10^{20}$ cm⁻³.

The gate insulator has dielectric constant $\kappa_{\rm ox}=20$ and carries a field $F=3$ MV/cm. By Gauss's law the added sheet density is

$$N_s=\frac{\varepsilon_0\kappa_{\rm ox}F}{e}=3.32\times10^{13}\ \text{cm}^{-2}.$$

Spread evenly over $d=1$ nm, this adds $3.32\times10^{20}$ cm⁻³, so $N_2=6.32\times10^{20}$ cm⁻³, just below $N_E$. With $\Delta N/N_E=0.514$,

$$\Delta\varepsilon=-3.9\times0.514\,(1-0.138i)=-2.00+0.28i .$$

The permittivity goes from $2.09+0.25i$ to $0.08+0.53i$.

## Second contribution: the slope of the square root

Write the complex index as $\tilde n=n+i\kappa=\sqrt\varepsilon$, with $n,\kappa\ge0$. Differentiating $\tilde n^2=\varepsilon$ gives $2\tilde n\,d\tilde n=d\varepsilon$, hence

$$\frac{d\tilde n}{d\varepsilon}=\frac{1}{2\tilde n}.$$

Let $\varepsilon=\varepsilon'+i\varepsilon''$. If only $\varepsilon'$ changes, the real index changes at the rate

$$\frac{\partial n}{\partial\varepsilon'}=\mathrm{Re}\,\frac{1}{2\tilde n}=\frac{n}{2|\tilde n|^2}=\frac{n}{2|\varepsilon|}.$$

To find its maximum at fixed $\varepsilon''>0$, put $\varepsilon=|\varepsilon|e^{i\theta}$. Then $|\varepsilon|=\varepsilon''/\sin\theta$ and $n=\sqrt{|\varepsilon|}\cos(\theta/2)$, so

$$\frac{\partial n}{\partial\varepsilon'}=\frac{\cos(\theta/2)\sqrt{\sin\theta}}{2\sqrt{\varepsilon''}} .$$

The square of the numerator is $\tfrac12(1+\cos\theta)\sin\theta$. Setting its derivative to zero gives $\cos\theta+\cos2\theta=0$, or $2\cos^2\theta+\cos\theta-1=0$. The root $\cos\theta=-1$ gives zero slope; the maximum is at $\cos\theta=\tfrac12$, that is $\theta=60^\circ$. There

$$\varepsilon'=\frac{\varepsilon''}{\sqrt3},\qquad
\left(\frac{\partial n}{\partial\varepsilon'}\right)_{\max}=\frac{3^{3/4}}{4\sqrt2\,\sqrt{\varepsilon''}}\approx\frac{0.40}{\sqrt{\varepsilon''}} .$$

Loss keeps the slope finite and puts its peak slightly on the dielectric side of ENZ. With the loss at ENZ, $\varepsilon''=0.54$, the peak slope is 0.55, at $\varepsilon'=0.31$. At the starting point of the example the slope is 0.34, and in a transparent medium of index 3.48 it is 0.14. The ENZ peak is thus 1.6 times the starting slope and 3.8 times that of the high-index medium: a useful factor, not a divergence.

When the density is varied, $\varepsilon''$ varies too. The real index then falls fastest with density at $5.8\times10^{20}$ cm⁻³, about 0.9 of $N_E$.

## The finite change

For two states, subtract the squares:

$$\varepsilon_2-\varepsilon_1=\tilde n_2^2-\tilde n_1^2=(\tilde n_2-\tilde n_1)(\tilde n_2+\tilde n_1).$$

Dividing by the sum gives

$$\boxed{\Delta\tilde n=\frac{\Delta\varepsilon}{\tilde n_1+\tilde n_2}}$$

with no assumption that the change is small. The factor $1/(\tilde n_1+\tilde n_2)$ is the average of $1/(2\tilde n)$ along the straight path in $\varepsilon$ that the Drude formula follows as $N$ grows. When $\Delta\varepsilon\to0$ it returns to $1/(2\tilde n_1)$.

In the example $\tilde n_1=1.447+0.086i$ and $\tilde n_2=0.555+0.474i$. The mean slope is $0.463-0.130i$, so

$$\Delta\tilde n=(-2.004+0.276i)(0.463-0.130i)=-0.89+0.39i .$$

The real part is $-2.004\times0.463+0.276\times0.130=-0.928+0.036=-0.892$. The real index falls by 0.89, and the modulus of the complex change is 0.97.

Two limits show what the slope cannot do. First,

$$|\tilde n_2+\tilde n_1|^2-|\tilde n_2-\tilde n_1|^2=4(n_1n_2+\kappa_1\kappa_2)\ge0 ,$$

so $|\Delta\tilde n|\le|\tilde n_1+\tilde n_2|$. Multiplying both sides by $|\Delta\tilde n|$ gives

$$|\Delta\tilde n|^2\le|\Delta\varepsilon|,\qquad |\Delta\tilde n|\le\sqrt{|\Delta\varepsilon|}.$$

A complex index change of modulus one needs $|\Delta\varepsilon|\ge1$, wherever the bias point lies. In the example the bound is 1.42. With a hundredth of the added charge, $|\Delta\varepsilon|=0.020$ and no bias point could give more than 0.14.

Second, $n_2\ge0$, so the real index cannot fall by more than its starting value, here 1.45. Beyond ENZ the fall soon ends. For $\varepsilon'<0$ and $|\varepsilon'|\gg\varepsilon''$,

$$\tilde n=i\sqrt{|\varepsilon'|}\sqrt{1-\frac{i\varepsilon''}{|\varepsilon'|}}\approx\frac{\varepsilon''}{2\sqrt{|\varepsilon'|}}+i\sqrt{|\varepsilon'|} .$$

The real index is already small there, and further charge mainly raises $\kappa$. Because $\varepsilon''$ grows with the density too, $n$ does not go to zero: with the parameters of the example it has a shallow minimum of 0.27 near $2N_E$ and then rises slowly.

## Weighing the contributions

Hold $\Delta\varepsilon$ fixed at the value of the example and change what it is multiplied by.

- With the slope of the index-3.48 medium, 0.144, the real index changes by $-2.004\times0.144=-0.29$. This is the effect of the large $\Delta\varepsilon$ without a low index.
- With the starting slope of the ITO the change is $-0.68$. The low starting index adds $-0.40$.
- With the true mean slope the change is $-0.89$. The steepening on the way to ENZ adds the last $-0.21$.

The split depends on the chosen reference medium, but the order of sizes is informative. The rise of the slope during the stroke supplies about a quarter of the result. More comes from the ITO being a low-index medium before the gate is switched on, partly because its base electrons have already lowered $\varepsilon'$ from 3.9 to 2.09. The full square root on the index-3.48 background gives $-0.30$, so for equal $\Delta\varepsilon$ the ITO has an advantage of about three.

Loss enters the slope and the finite change differently. Raise the mobility tenfold in both states, keeping both densities. The modulus of the slope at ENZ grows by $\sqrt{10}=3.2$, but the real-index change grows only by 1.4, to $-1.25$. The reason is that the steep region narrows as it gets higher. At fixed $\varepsilon''$, crossing from $\varepsilon'=\varepsilon''$ to $\varepsilon'=-\varepsilon''$ lowers $n$ by

$$\sqrt{\varepsilon''}\,2^{1/4}(\cos22.5^\circ-\cos67.5^\circ)=0.64\sqrt{\varepsilon''} ,$$

which tends to zero with the loss although the peak slope diverges.

The change is not a pure phase effect. The absorption coefficient $4\pi\kappa/\lambda$ of the layer material rises from $7.0\times10^3$ to $3.8\times10^4$ cm⁻¹.

## What light sees of a thin layer

The index change is local, and a layer much thinner than the wavelength does not act on light through $\Delta\tilde n$. Let the layer lie between $z=0$ and $z=d$ in a lossless medium of index $n_s$. A wave arrives at angle $\theta$ with its electric field in the plane of incidence (p polarization). Let $k_0=\omega/c$, and let $h$ be the magnetic field $H_y$ times the impedance of free space. The wavenumber along the layer is $k_x=k_0n_s\sin\theta$. Maxwell's equations for $E_x$, $E_z$ and $h$ read

$$\partial_zh=ik_0\varepsilon E_x,\qquad E_z=-\frac{k_x}{k_0\varepsilon}h,\qquad \partial_zE_x=ik_0h+ik_xE_z .$$

Inserting $E_z$ in the last equation gives

$$\partial_zE_x=ik_0a\,h,\qquad a=1-\frac{n_s^2\sin^2\theta}{\varepsilon}.$$

Outside the layer $\varepsilon=n_s^2$ and $a=\cos^2\theta$. A forward wave there has $\partial_z=ik_0n_s\cos\theta$, so $h=YE_x$ with $Y=n_s/\cos\theta$; a reflected wave has $h=-YE_x$. For unit incident amplitude, reflection $r$ and transmission $t$,

$$E_x(0)=1+r,\quad h(0)=Y(1-r),\quad E_x(d)=t,\quad h(d)=Yt .$$

Form $E_x+h/Y$, from which $r$ cancels at $z=0$. It equals 2 at $z=0$ and $2t$ at $z=d$. To first order in $k_0d$ the growth across the layer may be evaluated with $E_x=1$ and $h=Y$, since $r$ is itself of first order:

$$2t=2+ik_0d\left(aY+\frac{\varepsilon}{Y}\right).$$

Halve this. Since $t$ differs from 1 only at first order, $\ln t\approx t-1$ to that order, and the difference between the two states is

$$\Delta\ln t=\frac{ik_0d}{2}\left[\frac{\cos\theta}{n_s}\Delta\varepsilon-\frac{n_s^3\sin^2\theta}{\cos\theta}\,\Delta\!\left(\frac1\varepsilon\right)\right].$$

The first term comes from the tangential field, which is continuous across the surfaces. It contains $\Delta\varepsilon$ with no factor $1/\tilde n$, so the ENZ gain is absent. At normal incidence with $n_s=2$ the phase changes by $-2.0$ mrad. Multiplying $k_0d$ by the real-index change would give $-3.6$ mrad, which is 1.8 times too large in magnitude.

The second term comes from the normal field, which scales as $1/\varepsilon$ and does grow near ENZ. In the example $\Delta(1/\varepsilon)=-0.18-1.80i$, mostly imaginary. At $45^\circ$ the two terms are, in units of $10^{-3}$,

$$-0.2-1.4i\ \text{(tangential)},\qquad -20.6+2.0i\ \text{(normal)}.$$

The real part means loss: the amplitude falls by about 2%. The phases partly cancel, leaving 0.5 mrad in the full thin-film calculation. Here the ENZ gain acts mainly as absorption. The index change of a waveguide mode depends on its own mixture of the two field components and is not given by $\Delta\tilde n$ of the layer.

## The model beside a real gate stack

The chosen density, mobility and mass are rough typical values for conducting ITO, and the oxide constant is roughly that of hafnium oxide. The field of 3 MV/cm lies below a rough breakdown field of 5 MV/cm. Across 5 nm of oxide it drops 1.5 V. With a rough barrier of 2.0 eV and a tunnelling mass of 0.2, a semiclassical estimate of the leakage is of order $10^{-2}$ A/cm². It gives every electron the tunnelling probability of the Fermi level, although deeper electrons tunnel far less, so within this barrier model it is too high, by roughly a factor of ten (between about 6 and 30, depending on how the transmission through the barrier is treated). It also depends exponentially on the barrier.

The uniform layer is the first simplification. A self-consistent Schrödinger–Poisson calculation was made for a 10 nm film at 300 K, with hard walls, constant mass, static dielectric constant 9, and no exchange or correlation. It gives a peak density of $7.1\times10^{20}$ cm⁻³ and an added-charge width of 0.9 nm, defined as added sheet density over peak added density. The largest local change of the real index, relative to the ungated film at the same depth, is $-0.97$, at 0.6 nm from the oxide. At 5 MV/cm, the rough breakdown field itself, it is $-1.30$, at 0.45 nm. Since the index cannot end below its minimum of 0.27, it must start there from at least 1.57, above the 1.45 of the uniform film: the ungated film is depleted near the hard wall, and this accounts for part of the larger fall. These values depend on the hard wall: a finite oxide barrier about 2 eV above the Fermi level lowers the peak density at 3 MV/cm to $6.5\times10^{20}$ cm⁻³ and the largest change to $-0.91$. With a width of 0.9 nm and a similar local change, the assumed 1 nm is a fair width for the local index. It is less good for what light sees. Only part of the self-consistent profile lies near ENZ, where $1/\varepsilon$ is large, so with hard walls at 3 MV/cm the amplitude at $45^\circ$ falls by about 1.2% instead of 2%.

Two other corrections reduce the change in the uniform layer. The conduction band is not parabolic, so the mass at the Fermi level grows with filling. With a rough nonparabolicity of 0.42 eV⁻¹ and the mass kept at 0.35 at the base density, it rises to 0.41 in the layer. With the scattering rate unchanged, this raises $N_E$ and leaves the layer further short of ENZ, and the change shrinks to $-0.62$. If instead the mobility in the layer is halved, by interface scattering for example, the change is $-0.63$. Each correction alone removes about 30%; their combined effect was not calculated.

The most serious doubt concerns the local permittivity itself. An electron at the Fermi level travels 0.7 nm during one radian of the optical cycle, comparable with the layer thickness, so the response at one depth depends on the field at others. The size of this correction was not found. Also left out is the change of $\varepsilon_\infty$ as band filling blocks some interband transitions. The electrons are degenerate at room temperature: $k_BT$ at 300 K is 0.055 of the base Fermi energy. The host crystal is cubic, so the mass was taken as isotropic.

At 3 MV/cm and a base mobility of 30 cm²/Vs, with at most one of these corrections at a time, the computed local real index falls by roughly 0.6 to 1. The fall comes from an added density of about half $N_E$ acting on a medium whose index is already low. Corrections acting together could make it smaller. The numerical output lists the values for each case.

## Values computed for the example and the checks

```
Wavelength: 1550 nm
Background permittivity; mass: 3.9; 0.35 (free masses)
Mobility: 30 cm2/Vs
Scattering rate / light frequency: 0.1378
Base density: 3.000e+20 cm^-3
Gate field; oxide constant: 3.0 MV/cm; 20
Sheet density: 3.316e+13 cm^-2
Sheet charge: 5.31 uC/cm2
Layer thickness: 1.0 nm
Accumulated density: 6.316e+20 cm^-3
ENZ density: 6.454e+20 cm^-3
Im eps at ENZ: 0.5376
eps before: 2.087 +0.250i
eps after: 0.084 +0.526i
eps change: -2.004 +0.276i
Index before: 1.447 +0.086i
Index after: 0.555 +0.474i
Index change: -0.892 +0.387i
Size of index change; bound: 0.973; 1.422
Slope 1/(2 index) before: 0.344 -0.021i
Slope 1/(2 index) after: 0.521 -0.445i
Mean slope 1/(index1+index2): 0.463 -0.130i
Real-index change from starting slope: -0.684
Peak real slope at ENZ loss: 0.550
Re eps at that peak: 0.310
Density of steepest real-index fall: 5.775e+20 cm^-3
Slope on index-3.48 background: 0.1437
Same eps change on index 3.48: -0.301 +0.043i
Mobility x10: ENZ slope gain: 3.162
Mobility x10: real-index change: -1.250
Mobility x10: gain of real-index change: 1.401
Absorption coefficient before: 6.998e+03 cm^-1
Absorption coefficient after: 3.841e+04 cm^-1
Head-on phase change, exact: -2.029 mrad
Head-on phase guess k0*d*(index change): -3.617 mrad
Change of 1/eps: -0.177 -1.798i
p, 45 deg: ln t change, tangential part: -0.198 -1.436i x1e-3
p, 45 deg: ln t change, normal part: -20.609 +2.029i x1e-3
p, 45 deg: ln t change, exact: -20.594 +0.546i x1e-3
Quantum profile, 3 MV/cm, peak density: 7.105e+20 cm^-3
Quantum profile, 3 MV/cm, charge width: 0.91 nm
Quantum profile, 3 MV/cm, largest real-index change: -0.968 at 0.60 nm
Quantum profile, 5 MV/cm, peak density: 9.418e+20 cm^-3
Quantum profile, 5 MV/cm, charge width: 0.87 nm
Quantum profile, 5 MV/cm, largest real-index change: -1.301 at 0.45 nm
Nonparabolic: band-edge mass; layer mass: 0.239; 0.406
Nonparabolic: real-index change: -0.621
Layer mobility halved: real-index change: -0.634
Electron travel per radian of light: 0.72 nm
Fermi energy before; after: 0.467; 0.767 eV
kT / Fermi energy at 300 K: 0.055
Oxide thickness; voltage drop: 5 nm; 1.50 V
Barrier; tunnel mass: 2.0 eV; 0.2 free masses
WKB exponent; leakage estimate: 25.2; 1.1e-02 A/cm2
```
